# How can evanescent waves carry a tunnelling current?: a program that tests the result

```python
"""
Result under test (atomic units, current j = Im(psi* psi')):
in a barrier psi = A exp(-kappa x) + B exp(kappa x), each term alone carries
no current, while the pair carries j = 2 kappa Im(A* B) = k T.
k: wavenumber in the lead, kappa: decay constant, T: transmission,
A, B: coefficients for an incident wave of unit amplitude, d: barrier width,
theta = arctan(k/kappa). In a periodic barrier with real decaying and growing
Bloch solutions f, g the current is j = (f g' - f' g) Im(A* B).
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import solve_ivp

HARTREE = physical_constants["Hartree energy in eV"][0]
BOHR = physical_constants["Bohr radius"][0] * 1e10  # angstrom


def current(value, slope):
    return np.imag(np.conj(value) * slope)


def integrate(potential, energy, start, stop, value, slope, points=None):
    """Integrate psi'' = 2 (V - E) psi; return psi and psi' at the points."""
    def rhs(x, y):
        return [y[1], 2 * (potential(x) - energy) * y[0]]
    if points is None:
        points = [stop]
    sol = solve_ivp(rhs, (start, stop), np.array([value, slope], complex),
                    method="DOP853", rtol=1e-11, atol=1e-13, t_eval=points)
    assert sol.success
    return sol.y


def match_modes(k, kappa, d, k_out):
    """Solve continuity of psi and psi' at both faces for r, A, B, t."""
    down, up = np.exp(-kappa * d), np.exp(kappa * d)
    matrix = np.array([[-1, 1, 1, 0],
                       [1j * k, -kappa, kappa, 0],
                       [0, down, up, -1],
                       [0, -kappa * down, kappa * up, -1j * k_out]], complex)
    return np.linalg.solve(matrix, np.array([1, 1j * k, 0, 0], complex))


# ---------- current of one and of two exponentials, from the definition
E_eV, V_eV, d_A = 1.0, 3.0, 5.0
E, V, d = E_eV / HARTREE, V_eV / HARTREE, d_A / BOHR
k, kappa = np.sqrt(2 * E), np.sqrt(2 * (V - E))
theta = np.arctan(k / kappa)


def difference_current(a, b, x, h=1e-3):
    def wave(y):
        return a * np.exp(-kappa * y) + b * np.exp(kappa * y)
    return current(wave(x), (wave(x + h) - wave(x - h)) / (2 * h))


a_test, b_test = 0.7 - 1.1j, 0.4 + 0.3j
pair_formula = 2 * kappa * np.imag(np.conj(a_test) * b_test)
for x in (0.0, 1.0, 2.5):
    assert abs(difference_current(a_test, 0, x)) < 1e-10
    assert abs(difference_current(0, b_test, x)) < 1e-10
    assert abs(difference_current(a_test, b_test, x) / pair_formula - 1) < 1e-6

# ---------- flat barrier: mode matching, closed formulas, direct integration
r, A, B, t = match_modes(k, kappa, d, k)
T = abs(t) ** 2
damping = np.exp(-2 * kappa * d)
T_formula = 1 / (1 + np.sinh(kappa * d) ** 2 / np.sin(2 * theta) ** 2)
A_infinite = 2j * k / (1j * k - kappa)
A_formula = A_infinite / (1 - np.exp(4j * theta) * damping)
assert abs(T / T_formula - 1) < 1e-10
assert abs(A / A_formula - 1) < 1e-10
assert abs(B / A / (damping * np.exp(2j * theta)) - 1) < 1e-9

positions = np.array([d, d / 2, 0.0])
psi, dpsi = integrate(lambda x: V, E, d, 0.0, 1.0, 1j * k, positions)
incident = (psi[-1] + dpsi[-1] / (1j * k)) / 2
psi, dpsi = psi / incident, dpsi / incident
T_integrated = 1 / abs(incident) ** 2
j_integrated = current(psi, dpsi) / k
cross_share = 2 * kappa * np.imag(np.conj(A) * B) / k
assert abs(T_integrated / T_formula - 1) < 1e-7
assert np.allclose(psi, A * np.exp(-kappa * positions)
                   + B * np.exp(kappa * positions), rtol=1e-7, atol=1e-10)
assert np.allclose(j_integrated, cross_share, rtol=1e-6, atol=0)
assert abs(cross_share / T_integrated - 1) < 1e-7

decaying = abs(A * np.exp(-kappa * positions)) ** 2
growing = abs(B * np.exp(kappa * positions)) ** 2
assert abs(decaying[0] / growing[0] - 1) < 1e-9

density_change = abs(A) ** 2 / abs(A + B) ** 2 - 1
current_without_B = difference_current(A, 0, 0.0) / k
assert abs(density_change) < 5 * damping
assert abs(current_without_B) < 1e-8 * T

T_thick = 4 * np.sin(2 * theta) ** 2 * damping
assert abs(T_thick / T_integrated - 1) < 3 * damping

# ---------- blocked exit: both exponentials present, no current
plateau_eV = 2.0
q = np.sqrt(2 * (plateau_eV / HARTREE - E))
r_block, A_block, B_block, _ = match_modes(k, kappa, d, 1j * q)
ratio_block = B_block / A_block
ratio_formula = damping * (kappa - q) / (kappa + q)
j_block = difference_current(A_block, B_block, d / 2) / k
assert abs(ratio_block / ratio_formula - 1) < 1e-8
assert abs(abs(r_block) - 1) < 1e-10
assert abs(j_block) < 1e-8 * T

# ---------- periodic barrier with the energy in a gap
V1_eV, a_A, Eg_eV, cells = 1.0, 3.0, 3.7, 6
V1, a, Eg = V1_eV / HARTREE, a_A / BOHR, Eg_eV / HARTREE


def lattice(x):
    return 2 * V1 * np.cos(2 * np.pi * x / a)


columns = [integrate(lattice, Eg, 0.0, a, *start)[:, -1].real
           for start in ((1.0, 0.0), (0.0, 1.0))]
factors, vectors = np.linalg.eig(np.array(columns).T)
assert np.isrealobj(factors)
order = np.argsort(abs(factors))
lam, lam_grow = factors[order]
f, g = vectors[:, order[0]], vectors[:, order[1]]
assert abs(lam * lam_grow - 1) < 1e-8 and lam < 0
kappa_bloch = -np.log(abs(lam)) / a

G = 2 * np.pi * np.arange(-8, 9) / a


def plane_wave_states(wavenumber):
    n = len(G)
    hamiltonian = np.diag((wavenumber + G) ** 2 / 2).astype(complex)
    hamiltonian += V1 * (np.eye(n, k=1) + np.eye(n, k=-1))
    return np.linalg.eig(hamiltonian)


def bloch_current(wavenumber, target):
    """Energy nearest the target, and largest |j| relative to |psi psi'|."""
    energies, states = plane_wave_states(wavenumber)
    pick = np.argmin(abs(energies - target))
    x = np.linspace(0, a, 9)[:, None]
    waves = states[:, pick] * np.exp(1j * (wavenumber + G) * x)
    value = waves.sum(axis=1)
    slope = (1j * (wavenumber + G) * waves).sum(axis=1)
    relative = np.max(abs(current(value, slope))) / np.max(abs(value * slope))
    return energies[pick], relative


E_complex_k, j_evanescent = bloch_current(np.pi / a + 1j * kappa_bloch, Eg)
_, j_propagating = bloch_current(0.5 * np.pi / a, 0.0)
assert abs(E_complex_k / Eg - 1) < 1e-7
assert j_evanescent < 1e-7 and j_propagating > 0.1
edges = np.sort(plane_wave_states(np.pi / a)[0].real)[:2] * HARTREE
top_eV = np.max(lattice(np.linspace(0, a, 301))) * HARTREE
assert edges[0] < Eg_eV < edges[1] and top_eV < Eg_eV

k_lead = np.sqrt(2 * Eg)
value0, slope0 = integrate(lattice, Eg, cells * a, 0.0, 1.0, 1j * k_lead)[:, -1]
incoming = (value0 + slope0 / (1j * k_lead)) / 2
reflected = (value0 - slope0 / (1j * k_lead)) / 2
T_lattice = 1 / abs(incoming) ** 2
assert abs(T_lattice + abs(reflected / incoming) ** 2 - 1) < 1e-8
Af, Bg = np.linalg.solve(np.array([f, g]).T.astype(complex),
                         np.array([value0, slope0]) / incoming)
wronskian = f[0] * g[1] - f[1] * g[0]
cross_lattice = wronskian * np.imag(np.conj(Af) * Bg) / k_lead
assert abs(cross_lattice / T_lattice - 1) < 1e-7

# ---------- output
print("FLAT BARRIER (incident amplitude 1, currents / incident current)")
print(f"energy E = {E_eV:.1f} eV, height V = {V_eV:.1f} eV, width d = {d_A:.1f} angstrom")
print(f"lead wavenumber k = {k / BOHR:.4f} 1/angstrom")
print(f"decay constant kappa = {kappa / BOHR:.4f} 1/angstrom = {kappa:.4f} 1/bohr")
print(f"kappa d = {kappa * d:.4f}, exp(-2 kappa d) = {damping:.4e}")
print(f"theta = {np.degrees(theta):.2f} deg, phase of B/A = {np.degrees(np.angle(B / A)):.2f} deg")
print(f"A = {A.real:.5f} {A.imag:+.5f} i, |A| = {abs(A):.5f}")
print(f"B = {B.real:.4e} {B.imag:+.4e} i, |B| = {abs(B):.4e}")
print(f"A for infinite width = {A_infinite.real:.5f} {A_infinite.imag:+.5f} i")
print(f"Im(A* B) = {np.imag(np.conj(A) * B):.4e}")
print(f"T, closed formula = {T_formula:.5e}")
print(f"T, direct integration = {T_integrated:.5e}")
print(f"cross-term current = {cross_share:.5e}")
print(f"T, thick-barrier formula = {T_thick:.5e}")
print(f"thick-barrier relative error = {T_thick / T_integrated - 1:.2e}")
for i in (2, 1, 0):
    print(f"x = {positions[i] * BOHR:.1f} angstrom: |decaying|^2 = {decaying[i]:.4e}, "
          f"|growing|^2 = {growing[i]:.4e}, current = {j_integrated[i]:.5e}")
print(f"B dropped: relative density change at x = 0: {density_change:.2e}")
print(f"B dropped: |current| below 1e-8 of T: {abs(current_without_B) < 1e-8 * T}")
print("BLOCKED EXIT")
print(f"plateau behind barrier = {plateau_eV:.1f} eV, q = {q / BOHR:.4f} 1/angstrom")
print(f"B/A = {ratio_block.real:.4e} (real), |r|^2 = {abs(r_block) ** 2:.6f}")
print(f"|current| below 1e-8 of the open-exit T: {abs(j_block) < 1e-8 * T}")
print("PERIODIC BARRIER")
print(f"V1 = {V1_eV:.1f} eV, cell a = {a_A:.1f} angstrom, cells = {cells}, E = {Eg_eV:.1f} eV")
print(f"highest potential = {top_eV:.3f} eV")
print(f"gap from {edges[0]:.4f} to {edges[1]:.4f} eV")
print(f"factor per cell lambda = {lam:.5f}")
print(f"decay constant = {kappa_bloch / BOHR:.5f} 1/angstrom")
print(f"energy from plane waves at complex k = {E_complex_k.real * HARTREE:.6f} eV")
print(f"single evanescent Bloch wave: max|j|/max|psi psi'| below 1e-7: {j_evanescent < 1e-7}")
print(f"propagating Bloch wave, k = pi/(2a): max|j|/max|psi psi'| = {j_propagating:.3f}")
print(f"T, direct integration = {T_lattice:.6f}")
print(f"cross-term current = {cross_lattice:.6f}")
print("all good")
```

It prints:

```
FLAT BARRIER (incident amplitude 1, currents / incident current)
energy E = 1.0 eV, height V = 3.0 eV, width d = 5.0 angstrom
lead wavenumber k = 0.5123 1/angstrom
decay constant kappa = 0.7245 1/angstrom = 0.3834 1/bohr
kappa d = 3.6226, exp(-2 kappa d) = 7.1355e-04
theta = 35.26 deg, phase of B/A = 70.53 deg
A = 0.66672 -0.94199 i, |A| = 1.15406
B = 7.9230e-04 +2.2448e-04 i, |B| = 8.2348e-04
A for infinite width = 0.66667 -0.94281 i
Im(A* B) = 8.9600e-04
T, closed formula = 2.53427e-03
T, direct integration = 2.53427e-03
cross-term current = 2.53427e-03
T, thick-barrier formula = 2.53708e-03
thick-barrier relative error = 1.11e-03
x = 0.0 angstrom: |decaying|^2 = 1.3319e+00, |growing|^2 = 6.7813e-07, current = 2.53427e-03
x = 2.5 angstrom: |decaying|^2 = 3.5577e-02, |growing|^2 = 2.5386e-05, current = 2.53427e-03
x = 5.0 angstrom: |decaying|^2 = 9.5035e-04, |growing|^2 = 9.5035e-04, current = 2.53427e-03
B dropped: relative density change at x = 0: -4.76e-04
B dropped: |current| below 1e-8 of T: True
BLOCKED EXIT
plateau behind barrier = 2.0 eV, q = 0.5123 1/angstrom
B/A = 1.2243e-04 (real), |r|^2 = 1.000000
|current| below 1e-8 of the open-exit T: True
PERIODIC BARRIER
V1 = 1.0 eV, cell a = 3.0 angstrom, cells = 6, E = 3.7 eV
highest potential = 2.000 eV
gap from 3.1491 to 5.1473 eV
factor per cell lambda = -0.70901
decay constant = 0.11463 1/angstrom
energy from plane waves at complex k = 3.700000 eV
single evanescent Bloch wave: max|j|/max|psi psi'| below 1e-7: True
propagating Bloch wave, k = pi/(2a): max|j|/max|psi psi'| = 0.838
T, direct integration = 0.049681
cross-term current = 0.049681
all good
```
